\section*{In a finite basis, density fixes the state, not the potential}

\section*{Which half of the theorem survives in a basis}

\noindent Q: I want to invert a density computed in a Gaussian basis to obtain its potential. The Hohenberg--Kohn theorem says that the ground-state density fixes the local potential up to a constant. Its proof is variational, a finite basis is variational too, and so I expect a unique answer.

\noindent A: The proof has two halves, and only the first is variational. Use Hartree atomic units and $M$ real orbitals $\phi_1,\dots,\phi_M$ with overlap matrix $S_{ij}=\int\phi_i\phi_j\,d^3r$. Let $\hat H=\hat T+\hat W+\sum_{a=1}^N v(\mathbf r_a)$ and $\hat H'=\hat H+\sum_a\delta v(\mathbf r_a)$, with the same kinetic energy $\hat T$ and interaction $\hat W$. The ground state in the basis is the lowest eigenvector of $P\hat HP$, where $P$ projects on the span of all $N$-electron determinants built from the $\phi_i$ at fixed spin projection; this is full configuration interaction (FCI). Call the normalised ground states $\Psi,\Psi'$, their energies $E,E'$ and densities $n,n'$, and assume both non-degenerate.

Suppose $\Psi'$ is not proportional to $\Psi$. Then $\Psi$ is an allowed trial state for $\hat H'$ that is not its ground state, so its expectation value lies strictly above $E'$, and the same holds with the roles exchanged. Since $\langle\Psi|\sum_a\delta v(\mathbf r_a)|\Psi\rangle=\int n\,\delta v\,d^3r$,
\begin{align}
E' &< \langle\Psi|\hat H'|\Psi\rangle = E+\int n\,\delta v\,d^3r, \label{eq:i1}\\
E &< \langle\Psi'|\hat H|\Psi'\rangle = E'-\int n'\,\delta v\,d^3r. \label{eq:i2}
\end{align}
Adding the two lines and cancelling $E+E'$ gives
\begin{equation}
\int (n'-n)\,\delta v\,d^3r<0. \label{eq:i3}
\end{equation}
If $n'=n$ this reads $0<0$, so equal densities force $\Psi'=\Psi$ up to a phase. Both trial states lie in the basis, so this half holds there unchanged.

\noindent Q: And one state cannot be the ground state of two different potentials.

\noindent A: That is the second half. Without a basis, $\hat H\Psi=E\Psi$ and $\hat H'\Psi=E'\Psi$ hold at each point of configuration space. Subtracting them, with $\delta E=E'-E$,
\begin{equation}
\Big[\sum_a\delta v(\mathbf r_a)-\delta E\Big]\Psi(\mathbf r_1,\dots,\mathbf r_N)=0 .
\end{equation}
Assume, as the theorem must, that $\Psi$ vanishes only on a set of measure zero. Dividing by $\Psi$ makes the bracket zero almost everywhere; holding $\mathbf r_2,\dots,\mathbf r_N$ fixed and moving $\mathbf r_1$ shows that $\delta v$ is constant. In the basis the eigenvalue equations are $P\hat H\Psi=E\Psi$ and $P\hat H'\Psi=E'\Psi$, and their difference is
\begin{equation}
P\Big[\sum_a\delta v(\mathbf r_a)-\delta E\Big]\Psi=0 . \label{eq:proj}
\end{equation}
This says that a function is orthogonal to finitely many determinants, not that it is zero. There is no pointwise equation to divide by $\Psi$.

\section*{Counting products}

\noindent Q: A broken proof does not make the statement false. What would a counterexample look like?

\noindent A: Look at how $v$ enters. Take orthonormal orbitals $\chi_p=\sum_i\phi_iC_{ip}$ with $C^TSC=1$, and $\hat E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$. The projected potential operator is
\begin{equation}
P\sum_a v(\mathbf r_a)P=\sum_{pq}(C^TVC)_{pq}\hat E_{pq},\qquad V_{ij}=\int\phi_i\,v\,\phi_j\,d^3r .
\end{equation}
A constant $\delta v=c$ gives $\delta V=cS$, hence $C^T\delta VC=c\,1$ and the operator $c\sum_p\hat E_{pp}=cN$, the shift that the theorem allows. If instead $\delta V=0$, the two Hamiltonian matrices are the same matrix, and all eigenvalues, eigenvectors and densities coincide. Because $v$ is local, $\delta V_{ij}$ is the overlap of $\delta v$ with the product $\phi_i\phi_j$. The product is symmetric in $i,j$, so there are $M(M+1)/2$ of them, spanning a space of dimension $K\le M(M+1)/2$. Any $\delta v$ orthogonal to that space is invisible.

To count such potentials, expand $\delta v=\sum_{k=1}^{N_v}c_kg_k$ in linearly independent functions. Then
\begin{equation}
\delta V_{ij}=\sum_kA_{(ij),k}\,c_k,\qquad A_{(ij),k}=\int\phi_i\phi_j\,g_k\,d^3r ,
\end{equation}
and invisibility is $Ac=0$. A linear relation among products is, after multiplication by $g_k$ and integration, the same relation among the rows of $A$, so $\operatorname{rank}A\le K$. The rank--nullity theorem gives
\begin{equation}
\dim\ker A=N_v-\operatorname{rank}A\ \ge\ N_v-K. \label{eq:count}
\end{equation}
This is a lower bound. For $N_v>K$ a non-zero $c$ exists; independence of the $g_k$ makes $\delta v\neq0$, and if the $g_k$ decay at infinity $\delta v$ cannot be a non-zero constant. Since $N_v$ may be taken as large as one likes, the invisible local potentials form an infinite-dimensional space for every finite $M$.

\noindent Q: Can one be written down in closed form?

\noindent A: Take a box $0\le x\le1$ bohr with $\phi_i=\sqrt2\sin i\pi x$, $i=1,\dots,M$, $M\ge2$. The identity $2\sin a\sin b=\cos(a-b)-\cos(a+b)$ gives
\begin{equation}
\phi_i\phi_j=\cos(i-j)\pi x-\cos(i+j)\pi x .
\end{equation}
On $[0,1]$ cosines of different non-negative integer index are orthogonal, and $\int_0^1\cos^2k\pi x\,dx=\tfrac12$ for $k\ge1$. Therefore
\begin{equation}
\langle i|\cos k\pi x|j\rangle=\tfrac12\big(\delta_{|i-j|,k}-\delta_{i+j,k}\big),\qquad k\ge1. \label{eq:box}
\end{equation}
The largest index available is $i+j=2M$, so every $\cos k\pi x$ with $k>2M$ has a zero matrix. For $2\le k\le2M$ some pair has $i+j=k$, for $k=1$ the pair $(1,2)$ has $|i-j|=1$, and the two deltas never act on the same element because $i+j>|i-j|$; these cosines are visible.

Here $K$ is far below $M(M+1)/2$ for large $M$. Each product is $f=\sum_{k=0}^{2M}a_k\cos k\pi x$ and vanishes at both walls: $f(0)=\sum_ka_k=0$ and $f(1)=\sum_k(-1)^ka_k=0$. The sum and difference of these conditions say that the even-$k$ coefficients add to zero and the odd-$k$ coefficients add to zero. Two conditions on $2M+1$ coefficients give $K\le2M-1$. The $M$ products $\phi_i^2=1-\cos2i\pi x$ and the $M-1$ products $\phi_i\phi_{i+1}=\cos\pi x-\cos(2i+1)\pi x$ each have a different highest cosine, so they are independent, and $K=2M-1$. The two directions left among the low cosines are
\begin{equation}
u_e=1+2\sum_{k=2,4,\dots}^{2M}\cos k\pi x,\qquad u_o=\sum_{k=1,3,\dots}^{2M-1}\cos k\pi x ,
\end{equation}
since $\int u_ef\,dx=a_0+2\cdot\tfrac12\sum_{k\ge2,\,\mathrm{even}}a_k=0$ and $\int u_of\,dx=\tfrac12\sum_{\mathrm{odd}}a_k=0$. The numerical check tests \eqref{eq:box}, the threshold $k>2M$ and the invisibility of $u_e,u_o$ by quadrature for $M=2$ to $6$, and finds ranks $K=3,5,7,9,11$ against $3,6,10,15,21$ products.

\noindent Q: A fast cosine may simply average out and be physically irrelevant.

\noindent A: Put two non-interacting spinless fermions in the box, with levels $\varepsilon_m=m^2\pi^2/2$ and $E_0=(1+4)\pi^2/2=24.674$ Ha, and add $\delta v=20\cos9\pi x$ Ha. Measure the density change by $\Delta=\int|n'-n|$. With $M=4$ we have $9>8$, and the energy change and $\Delta$ come out at rounding level, $10^{-14}$ Ha and $10^{-15}$ electrons. With $M=40$ and $M=60$ the program finds $\delta E=-1.148$ Ha and $\Delta=0.151$ electrons. Perturbation theory accounts for the energy. The first order vanishes because $2n=9$ has no integer solution. By \eqref{eq:box}, level 1 couples to 8 and 10 and level 2 to 7 and 11, with matrix elements $\mp10$ Ha, so
\begin{align}
\delta E^{(2)}&=-\sum\frac{10^2}{(\pi^2/2)(m^2-n^2)}\nonumber\\
&=-\frac{200}{\pi^2}\Big(\frac1{63}+\frac1{99}+\frac1{45}+\frac1{117}\Big)=-1.150\ \text{Ha}.
\end{align}
The third order needs a matrix element within $\{8,10\}$ or within $\{7,11\}$, where no sum or difference equals 9, or a diagonal element, so it vanishes. The second-order value differs from the diagonalised one by about $0.2\%$ of the latter. The potential changes the physical density; four sines cannot register it.

\section*{Beryllium with full correlation}

\noindent Q: That is a non-interacting model with a special trigonometric identity. An atom has electron repulsion and an irregular basis.

\noindent A: The interaction never entered: $\hat W$ is common to both matrices. Take Be in the 6-31G basis, three $s$ shells and two $p$ shells, $M=3+2\cdot3=9$, with 45 products: 6 of type $ss$, 18 of type $sp$, 21 of type $pp$. Write the $p$ functions as $R_1(r)x$, $R_2(r)x$ and so on. Then $(R_1x)(R_2y)$ and $(R_1y)(R_2x)$ are the same function, and likewise for $xz$ and $yz$, so $K\le45-3=42$; the numerical rank of the products on a grid is 42. For a spherical $\delta v$ fewer rows of $A$ matter. The $sp$ products are odd under inversion and the $xy$-type products are odd under $x\to-x$ or its analogue, so their integrals vanish. The $xx$, $yy$ and $zz$ products give equal integrals, because each of $x^2,y^2,z^2$ averages to $r^2/3$ over angles. What remains is $3\cdot4/2=6$ radial $ss$ products and $2\cdot3/2=3$ radial $pp$ products, so $\operatorname{rank}A\le9$.

Choose $g_k=e^{-\alpha_kr^2}$ with $\alpha_k=0.05\cdot2^k$ bohr$^{-2}$, $k=0,\dots,9$. With the first nine functions the rank is 9 and $Ac=0$ has only the solution $c=0$. The density still does not fix all nine coefficients: $S$ is the matrix of the spherical potential $v=1$, so it lies in the same nine-dimensional space, and one non-constant combination of the nine Gaussians gives $\delta V=cS$, which shifts every eigenvalue by $cN$ and leaves the eigenvectors and the density unchanged. With ten the rank is still 9, so the null space has dimension $10-9=1$. Scaled so that $\max|\delta v|=0.5$ Ha, the coefficients in Ha are
\begin{align}
&0.00726,\ -0.01842,\ -0.01014,\ 0.17744,\ -0.69643,\nonumber\\
&1.96238,\ -4.32953,\ 7.11816,\ -7.63884,\ 3.92812 .\nonumber
\end{align}
Their sum is $\delta v(0)=0.50000$ Ha. At $r=0.25$, $0.5$, $1$ and $1.5$ bohr the potential is $-0.1474$, $0.0722$, $0.0195$ and $-0.0073$ Ha, and between 2 and 6 bohr it stays below $0.003$ Ha in size (the printed values at 2 and 3 bohr lie next to nodes). It has to change sign, because $\int\phi_i^2\,\delta v=0$ with $\phi_i^2\ge0$.

The coefficients come from analytic integrals, while the matrix $\delta V$ handed to FCI comes from an independent grid quadrature of $\delta v(r)$; its largest element is $6\times10^{-16}$ Ha. There are $\binom92^2=36^2=1296$ determinants with two electrons of each spin. The lowest eigenvalue is $-14.613545$ Ha with and without $\delta v$ and lies $0.105$ Ha below the next, so it is non-degenerate in this space. The largest shift of any eigenvalue is $2.1\times10^{-14}$ Ha, and $\Delta=9\times10^{-15}$ electrons; the asserted tolerances are $10^{-8}$ Ha and $10^{-7}$ electrons.

\noindent Q: Perhaps the potential sits where there are no electrons.

\noindent A: Its density-weighted root mean square, $[\int n\,\delta v^2/\int n]^{1/2}$, is $0.078$ Ha, or $2.1$ eV, while its density-weighted mean vanishes, as it must: $n=\sum_{ij}D_{ij}\phi_i\phi_j$, with $D$ the density matrix, is itself a combination of products, so $\int n\,\delta v=\sum_{ij}D_{ij}\delta V_{ij}=0$. It sits in the core, where the density is largest, and oscillates there.

The singular values of $A$ carry a second message. The first, ninth and tenth are $3.79$, $1.5\times10^{-5}$ and $5\times10^{-18}$. The tenth is the exact null direction. Along the ninth, a coefficient vector of length 1 Ha changes the matrix elements by only $1.5\times10^{-5}$ Ha in norm, a fraction $1.532\times10^{-5}/3.794=4\times10^{-6}$ of the best-seen direction. Such a direction is visible in principle and poorly determined once the data carry noise.

\noindent Q: What happens to the same $\delta v$ in a better basis?

\noindent A: Add five $s$ Gaussians with exponents $0.03$, $0.2$, $0.6$, $2$ and $6$ bohr$^{-2}$, so that $M=14$ and the old basis is a subspace. The largest matrix element between normalised basis functions becomes $0.0086$ Ha and $\Delta=2.9\times10^{-3}$ electrons. The energy change is
\begin{equation}
\delta E=-14.63185891+14.63182964=-2.9\times10^{-5}\ \text{Ha}\approx-0.0008\ \text{eV}.
\end{equation}
The ground state stays separated from the next root by $0.107$ Ha. With $\int n\,\delta v=0.3\times10^{-5}$ Ha and $\int n'\delta v=-6.2\times10^{-5}$ Ha, inequalities \eqref{eq:i1} and \eqref{eq:i2} read $-6.2\times10^{-5}<-2.9\times10^{-5}<0.3\times10^{-5}$, which the program asserts, and the integral in \eqref{eq:i3} is $-6.6\times10^{-5}$ Ha from the unrounded values.

The response is small for a potential of $0.5$ Ha amplitude, and its structure can be followed. For $\hat H+\lambda\sum_a\delta v$ in a fixed basis, $\Psi_\lambda$ is a normalised eigenvector, so the terms with $d\Psi_\lambda/d\lambda$ add up to $E\,d\langle\Psi|\Psi\rangle/d\lambda=0$ and the Hellmann--Feynman relation $dE/d\lambda=\int n_\lambda\delta v$ holds. If the density responds linearly in $\lambda$, integration from 0 to 1 gives the mean of the end values, $\tfrac12(0.3-6.2)\times10^{-5}\approx-3\times10^{-5}$ Ha, in line with $\delta E$; the shift is thus mostly second order. The finite-difference slope at $\lambda=0$ prints as $3\times10^{-6}$ Ha, the same as $\int n\,\delta v$, but the asserted tolerance of $5\times10^{-6}$ Ha exceeds that value, so the test shows only that both are small. These numbers belong to this 14-function basis and are not converged values of the response. The added exponents stop at 6 bohr$^{-2}$ and the core stays contracted, while $\delta v$ acts mainly inside $0.5$ bohr. In uncontracted $s,p$ bases of 22 to 34 functions, coupled-cluster singles and doubles gives $\delta E$ between $-1.1\times10^{-4}$ and $-1.7\times10^{-4}$ Ha, with a part even in $\lambda$ near $-1.9\times10^{-4}$ Ha, about six times the 14-function value, and the Hartree--Fock $\Delta$ rises from $3\times10^{-3}$ to about $5\times10^{-3}$ electrons. What can be proved in the limit is visibility, not size: for bounded $\delta v$ and a complete basis, $\delta V_{ij}=0$ for all $i,j$ makes multiplication by $\delta v$ the zero operator, so $\delta v=0$ almost everywhere. Along a nested sequence of bases that becomes complete, any fixed bounded $\delta v\ne0$ therefore acquires a non-zero matrix $\delta V$ at some finite $M$, although each finite $M$ has invisible potentials of its own.

\section*{One determinant}

\noindent Q: Then I keep $N_v\le\operatorname{rank}$, so that $Ac=0$ has no non-zero solution, and my Kohn--Sham inversion is unique.

\noindent A: That removes $\delta V=0$, but \eqref{eq:proj} asks for less: only that $\Psi$ be an eigenvector of $\delta\hat V=\sum_{pq}\delta V_{pq}\hat E_{pq}$, the matrix now taken in orthonormal orbitals. For an eigenvector of a Hermitian operator with eigenvalue $\delta E$, $\langle\Psi|[\delta\hat V,\hat E_{rs}]|\Psi\rangle=(\delta E-\delta E)\langle\hat E_{rs}\rangle=0$. With $[\hat E_{pq},\hat E_{rs}]=\delta_{qr}\hat E_{ps}-\delta_{ps}\hat E_{rq}$, which follows from the anticommutation rules, and the real symmetric $\gamma_{pq}=\langle\hat E_{pq}\rangle$,
\begin{equation}
0=\sum_p\delta V_{pr}\gamma_{ps}-\sum_q\delta V_{sq}\gamma_{rq}=(\delta V\gamma-\gamma\,\delta V)_{rs}.
\end{equation}
In natural orbitals, where $\gamma_{pq}=\nu_p\delta_{pq}$, this necessary condition is $\delta V_{rs}(\nu_s-\nu_r)=0$: the matrix element must vanish between orbitals of different occupation. For a closed-shell determinant the occupations are 2 and 0, so only the occupied--virtual elements $\delta V_{ia}$ must vanish. For a non-interacting system this is also sufficient for invariance: the one-electron matrix $F+\delta V$ stays block diagonal, its eigenvectors mix occupied orbitals only among themselves, and $n=2\sum_i\chi_i^2$ does not change under such a rotation. The determinant remains the ground state provided every occupied eigenvalue stays below every virtual one; if that aufbau order breaks, the density jumps. The number of conditions is at most $N_{\rm occ}N_{\rm virt}$.

The box shows this too. At $M=6$ the cosine with $k=9$ couples only the empty pairs $(4,5)$ and $(3,6)$ with elements $-10$ Ha. Such a coupling lowers a level by at most 10 Ha, less than $\varepsilon_3-\varepsilon_2=5\pi^2/2=24.674$ Ha, so the matrix is non-zero and the density is unchanged.

\noindent Q: And for Be?

\noindent A: Take the converged Kohn--Sham matrix in the local density approximation (Slater exchange, VWN correlation) in 6-31G and hold it fixed. There are $2\cdot7=14$ occupied--virtual pairs. A spherical $\delta v$ connects the occupied $1s$ and $2s$ only to the one virtual $s$ orbital, so two conditions are independent, the rank the program finds. Add a third, $\langle2s|\delta v|2s\rangle=0$, to pin the highest occupied level to first order. Four Gaussians with exponents $0.05$, $0.2$, $0.8$, $3.2$ bohr$^{-2}$ leave $4-3=1$ direction, with coefficients $0.02990$, $-0.12919$, $0.35931$, $-0.26293$ Ha for $\max|\delta v|=0.1$ Ha. The matrix is not zero; its largest element is $0.053$ Ha. The $1s$ level moves by $-3.76167+3.81516=0.0535$ Ha, the $2s$ level stays at $-0.19579$ Ha to the printed digits, and the lowest empty level goes from $-0.0633$ to $-0.0605$ Ha. The gap changes by $0.13526-0.13253=0.0027$ Ha, from $3.61$ to $3.68$ eV, about $2\%$ of the original gap, and it stays positive, so the order is preserved. The density change is $2\times10^{-15}$ electrons. The size of the gap shift reflects the chosen amplitude and Gaussians and is no upper limit. The levels themselves are 6-31G values: in a large $s,p$ basis the $1s$ and $2s$ levels lie near $-3.856$ and $-0.206$ Ha and the gap near $3.5$ eV.

The same $\delta v$ added to the FCI Hamiltonian in the same basis gives $\Delta=5.1\times10^{-3}$ electrons. The conditions imposed referred to the Kohn--Sham orbitals with occupations 2 and 0; nothing made $\delta V$ commute with the correlated $\gamma$, and the program asserts that the density moves.

\noindent Q: What, then, does an inversion in my basis determine?

\noindent A: First, an exact solution need not exist. For Be in 6-31G the only relations among the products are the three $pp$ ones, so the density fixes the $ss$ and $sp$ blocks of $D$. For the FCI density the $sp$ block is zero, so a closed-shell determinant would need $ss$ occupations of 2 or 0, whereas FCI gives $2.000$, $1.801$ and $0.002$; no closed-shell determinant in this basis reproduces that density. When the target is the density of a non-degenerate ground-state determinant in the basis, the density fixes that determinant, and with it state properties such as the non-interacting kinetic energy. It does not fix the potential along the null directions, and any misfit built from the density is exactly flat along them for as long as the aufbau order holds. For a determinant those directions can also move orbital energies and the gap. Uniqueness requires that no non-constant combination of the $g_k$ have a vanishing occupied--virtual block, and by the argument of \eqref{eq:count} that limits the number of potential functions, the constant aside, to the number of independent occupied--virtual products: two for spherical Be in 6-31G. A richer potential needs a larger orbital basis or an added criterion such as a smoothness penalty, and in the second case the components along the null directions are set by the criterion and not by the density.

\section*{Table of computed values}
\begin{verbatim}
box M=2: products 3, independent K=3
box M=3: products 6, independent K=5
box M=4: products 10, independent K=7
box M=5: products 15, independent K=9
box M=6: products 21, independent K=11
box: 2 fermions, L=1 bohr, dv = 20 cos(9 pi x) Ha
box M=4: E0=24.674011 Ha, dE=-1.066e-14 Ha, dn=1.264e-15 e
box M=40: E0=24.674011 Ha, dE=-1.148e+00 Ha, dn=1.508e-01 e
box M=60: E0=24.674011 Ha, dE=-1.148e+00 Ha, dn=1.508e-01 e
box second-order dE = -1.14986 Ha
Be 6-31G: M=9, products 45, independent K=42
exponents (bohr^-2): 0.05 0.1 0.2 0.4 0.8 1.6 3.2 6.4 12.8 25.6
rank of A with 9 Gaussians 9, with 10 Gaussians 9
singular values 1, 9, 10: 3.794e+00 1.532e-05 5.1e-18
coefficients 1-5 (Ha): 0.00726 -0.01842 -0.01014 0.17744 -0.69643
coefficients 6-10 (Ha): 1.96238 -4.32953 7.11816 -7.63884 3.92812
max |dv| = 0.500 Ha at r = 0.000 bohr
r (bohr): 0 0.25 0.5 1 1.5 2 3 4 6
dv (Ha):  0.5000 -0.1474 0.0722 0.0195 -0.0073 -0.0003 -0.0002 -0.0006 0.0007
max |dV_ij| by quadrature, 6-31G = 6.1e-16 Ha
FCI/6-31G: E0=-14.61354527 Ha, E(dv)=-14.61354527 Ha
first excitation 0.10516 Ha; electrons 4.00000000
max shift of 1296 eigenvalues = 2.1e-14 Ha
dn = 9.4e-15 e; int n dv = 7.6e-16 Ha
density-weighted rms of dv = 0.0778 Ha = 2.117 eV
added s exponents (bohr^-2): 0.03 0.2 0.6 2 6; M=14
max |dV_ij| larger basis = 0.0086 Ha
FCI larger: E0=-14.63182964 Ha, E(dv)=-14.63185891 Ha
dE = -0.000029 Ha = -0.0008 eV; dn = 2.861e-03 e
first excitation 0.10694 Ha (v), 0.10691 Ha (v+dv)
int n dv = 0.000003 Ha; finite-difference dE/dlambda = 0.000003 Ha
int n' dv = -0.000062 Ha; int (n'-n) dv = -0.000066 Ha
KS: occ-virt pairs 14, independent for spherical dv 2
KS exponents (bohr^-2): 0.05 0.2 0.8 3.2
KS coefficients (Ha): 0.02990 -0.12919 0.35931 -0.26293
KS max |dv| = 0.100 Ha; max |dV_ij| = 0.0534 Ha
eps 1s 2s LUMO before (Ha): -3.81516 -0.19579 -0.06325
eps 1s 2s LUMO after (Ha):  -3.76167 -0.19579 -0.06053
gap before 0.13253 Ha = 3.6064 eV; after 0.13526 Ha = 3.6805 eV
KS dn = 2.4e-15 e; FCI dn for the same dv = 5.144e-03 e
\end{verbatim}
